When does ammonium chloride condense from a reactor exhaust?

**Problem**

Solid ammonium chloride evaporates by splitting into two gases,

NH₄Cl(solid) ⇌ NH₃(gas) + HCl(gas).

Over the pure salt, the two gases together reach a pressure of 1 bar at 611 K. The dissociation enthalpy is 165 kJ per mole of formula units, that is, per two moles of gas. The exhaust of a vapour-phase reactor contains ammonia at a partial pressure of 0.25 bar and hydrogen chloride at 0.01 bar. The rest is inert carrier gas, and the total pressure is 1 bar. Below what wall temperature can the salt condense?

From here on, pressures are in Torr and energies in eV per formula unit. The data become:

- total dissociation pressure P₀ = 750.1 Torr at T₀ = 611 K;
- enthalpy H = 1.7101 eV, so that H/k = 19845 K, where k is the Boltzmann constant;
- ammonia pressure p_A = 187.5 Torr;
- hydrogen chloride pressure p_H = 7.50 Torr.

The final formulas contain only H/k and ratios of pressures, so the values above can be inserted directly.

**A tempting solution**

The exhaust contains 187.5 + 7.5 = 195.0 Torr of the gases that make up the salt. It seems natural to look for the temperature at which the dissociation pressure of the salt has fallen to this value.

One formula unit gives two gas molecules, so the enthalpy per gas molecule is H/2. The total dissociation pressure P_d then follows

ln[P_d(T)/P₀] = −(H/2k)(1/T − 1/T₀).

Setting P_d = 195.0 Torr and solving for 1/T gives

1/T = 1/T₀ + (2k/H) ln(750.1/195.0)
= 1.6367 × 10⁻³ + 2 × 1.347/19845
= 1.7724 × 10⁻³ K⁻¹.

The answer would be T = 564.2 K.

**Where it fails**

The vapour-pressure curve used above is correct for the pure salt, as will be shown below. The fault lies in applying it to this exhaust. The curve describes a vapour in which the two gases have equal pressures, because the salt releases them in equal numbers. The exhaust has 25 times more ammonia than hydrogen chloride. Whether the crystal grows depends on the chemical potentials of both gases, and the sum of their pressures does not in general determine these.

To replace the sum of the pressures by the right combination, we need the condition for equilibrium between the solid and a gas of arbitrary composition.

**The condition for condensation**

Let n_A, n_H and n_C be the numbers of ammonia, hydrogen chloride and carrier molecules, and n_s the number of formula units in the solid. With chemical potentials μ, the Gibbs energy is

G = n_A μ_A + n_H μ_H + n_C μ_C + n_s μ_s.

At fixed temperature and total pressure, the Gibbs–Duhem relation says that the terms n dμ add up to zero. Only the changes in the numbers then contribute to dG. If dx formula units condense, dn_s = dx and dn_A = dn_H = −dx, while n_C does not change. Hence

dG = (μ_s − μ_A − μ_H) dx.

Condensation is favoured when it lowers G, which requires

μ_A + μ_H > μ_s.

For an ideal gas at constant temperature, dμ = v dp, where v = kT/p is the volume per molecule. Integrating from a reference pressure p₀ gives

μ_i = μ_i⁰ + kT ln(p_i/p₀).

In an ideal mixture each gas behaves as if it were alone in the volume, so p_i is its partial pressure. We take p₀ = 1 bar. The solid is pure and is under a total pressure of 1 bar both at the anchor point and in the exhaust, so μ_s needs no pressure correction.

Inserting these expressions into the inequality gives

kT ln(p_A p_H/p₀²) > μ_s − μ_A⁰ − μ_H⁰.

Define the standard Gibbs energy of dissociation as

g = μ_A⁰ + μ_H⁰ − μ_s = H − TS,

where S is the standard entropy of dissociation. The right-hand side of the inequality is −g. Dividing by kT and taking the exponential, we find that the salt can condense when

p_A p_H > K(T), with K(T) = p₀² exp[−(H − TS)/(kT)].

The relevant quantity is therefore the product of the two partial pressures. The carrier gas does not appear in the condition, although adding carrier at fixed total pressure does lower p_A and p_H.

**Fixing the constant from the pure salt**

When the vapour comes from the pure salt alone, the two partial pressures are equal, and each is half the total. At equilibrium their product is K, so

K(T) = [P_d(T)/2]² = P_d(T)²/4.

At the anchor temperature each gas has a pressure of 375.0 Torr, and

K(T₀) = P₀²/4 = 1.4065 × 10⁵ Torr².

The factor 1/4 matters. Using P₀² for K(T₀) would treat each gas as if it had the full pressure P₀.

We now assume that H and S do not vary between T₀ and the temperature sought. Taking the logarithm of K,

ln K(T) = 2 ln p₀ − H/(kT) + S/k.

The first and last terms are the same at both temperatures. Subtracting ln K(T₀) therefore leaves

ln[K(T)/K(T₀)] = −(H/k)(1/T − 1/T₀).

Since K = P_d²/4, the left side equals 2 ln[P_d(T)/P₀]. Division by 2 gives the vapour-pressure curve of the tempting solution, including its factor H/2k. That step was sound.

Because H is positive, K rises with temperature. For fixed partial pressures, the inequality p_A p_H > K thus holds on the cold side of a single temperature T_c, at which K(T_c) = p_A p_H.

**The correct temperature**

At T_c,

ln[p_A p_H/K(T₀)] = −(H/k)(1/T_c − 1/T₀).

Multiply by −k/H. The minus sign inverts the ratio inside the logarithm:

1/T_c − 1/T₀ = (k/H) ln[K(T₀)/(p_A p_H)].

With K(T₀) = P₀²/4, the result is

1/T_c = 1/T₀ + (k/H) ln[P₀²/(4 p_A p_H)].

The pressure product in the exhaust is 1406.5 Torr². The ratio in the logarithm is

1.4065 × 10⁵/1406.5 = 100,

and ln 100 = 4.6052. Therefore

1/T_c = 1.63666 × 10⁻³ + 4.6052/19845
= 1.63666 × 10⁻³ + 0.23206 × 10⁻³
= 1.86872 × 10⁻³ K⁻¹,

T_c ≈ 535 K, or 262 °C.

The exhaust can deposit ammonium chloride below about 535 K.

This value was tested without using the formula for T_c. The total Gibbs energy of gas and solid was minimised numerically, with S fixed by requiring the salt and its own vapour to coexist at 1 bar and 611 K. The deposited amount changed sign at 535.13 K, in agreement with the formula. The same temperature was found with the carrier removed and the two partial pressures unchanged, neglecting the very small effect of the lower total pressure on the solid. It was found again for an equimolar mixture with the same pressure product.

**Reading the exhaust as an equivalent salt vapour**

The vapour-pressure curve can still be used if it is entered at the right pressure. From P_d = 2√K and K(T_c) = p_A p_H,

P_d(T_c) = 2√(p_A p_H) = 2√1406.5 = 75.0 Torr.

As far as saturation is concerned, the exhaust is equivalent to 75.0 Torr of pure salt vapour, not 195.0 Torr. The sum can never be smaller than this equivalent pressure, because

p_A + p_H − 2√(p_A p_H) = (√p_A − √p_H)² ≥ 0.

Within this model, using the sum therefore gives a condensation temperature that is too high, unless the two pressures are equal. Here the excess is 29 K. At the false answer of 564.2 K, K is (195.0/2)² = 9506 Torr², whereas the exhaust supplies 1406.5 Torr². The gas is at only 15 per cent of saturation, and a crystal placed in it would evaporate.

Omitting the factor 1/4 causes an error in the other direction. The ratio in the logarithm becomes 400 instead of 100, and

1/T = 1.63666 × 10⁻³ + 5.9915/19845 = 1.93857 × 10⁻³ K⁻¹,

which gives 515.8 K. For an engineer this is the more harmful mistake, since a wall held at 520 K would be judged safe although the gas there is supersaturated.

The same number answers a different question correctly. Suppose the exhaust is diluted with an equal amount of inert gas at unchanged total pressure. Both partial pressures are halved, their product falls by a factor of four, and the true onset moves from about 535 K to about 516 K. Dilution helps, but only through a logarithm.

**How much condenses on a colder wall**

The onset temperature does not tell us how much salt forms. Consider one unit of feed gas with mole fractions a = 0.25 of ammonia and b = 0.01 of hydrogen chloride. Let x formula units condense, in the same unit of amount, until the gas is in equilibrium with the wall.

The remaining gas contains a − x of ammonia, b − x of hydrogen chloride and 1 − 2x in total. At constant total pressure P = 750.06 Torr, the partial pressures are

p_A = P(a − x)/(1 − 2x), p_H = P(b − x)/(1 − 2x).

Setting their product equal to K and defining q = K/P² gives

(a − x)(b − x) = q(1 − 2x)².

Expanding both sides,

ab − (a + b)x + x² = q − 4qx + 4qx²,

and collecting powers of x,

(1 − 4q)x² − (a + b − 4q)x + ab − q = 0.

To choose the root, consider the left side as a function of x. At x = 0 it equals ab − q, which is positive for a supersaturated gas. At x = b it equals −q(1 − 2b)², which is negative. One root therefore lies between 0 and b. The coefficient of x² is positive here, so the other root lies above b and would require more hydrogen chloride than is present. The smaller root is the physical one.

At 500 K, K = 103.9 Torr², and q = 103.9/750.06² = 1.847 × 10⁻⁴. The equation becomes

0.99926x² − 0.25926x + 0.0023153 = 0.

Its smaller root is x = 0.00926. The captured share of hydrogen chloride is x/b = 92.6 per cent. At 525 K, K = 687.9 Torr², and the same calculation gives 51.1 per cent. The numerical minimisation of the Gibbs energy confirmed the deposited amount at both temperatures.

A simpler limit shows what controls these numbers. When hydrogen chloride is scarce, x is small compared with both a and 1. Then a − x ≈ a and 1 − 2x ≈ 1, so that

a(b − x) ≈ q,

x/b ≈ 1 − q/(ab) = 1 − K/(p_A p_H),

where p_A and p_H are now the feed pressures. The uncaptured fraction is the inverse of the supersaturation p_A p_H/K. The supersaturation is 2.045 at 525 K and 13.53 at 500 K, which gives 51.1 and 92.6 per cent, the same shares as the full equation to the digits shown.

The agreement is unusually close for a reason. To first order in x, the full equation reads

b − x = q(1 − 2x)²/(a − x) ≈ (q/a)(1 − 4x + x/a).

For a = 0.25, x/a = 4x, and the two corrections cancel. The loss of ammonia from the gas is offset by the shrinking of the total amount of gas.

A wall only 10 K below the onset can thus remove half of the hydrogen chloride as solid, provided the gas stays long enough to reach equilibrium. A real line with fast flow may deposit less at that point and more further downstream.

**How firm is 535 K?**

A change in ln K moves the onset by an amount set by the slope

d ln K/dT = H/(kT²),

which is 0.0693 K⁻¹ at T_c. One kelvin changes K by about 7 per cent, so an error of 10 per cent in both partial pressures moves the onset by about 3 K. The following allowances are rough sizes, not measured uncertainties.

*Input data.* With T₀ held fixed, the formula says that 1/T_c − 1/T₀ is proportional to 1/H. A larger enthalpy therefore brings T_c closer to T₀. Changing H by 0.05 eV moves the onset by +1.89 K or −1.99 K. With H held fixed, differentiating the formula gives

dT_c/dT₀ = (T_c/T₀)² = 0.77,

so an error of 5 K in the anchor temperature moves the onset by about 3.8 K in the same direction.

*Varying enthalpy.* If the heat capacity changes by c on dissociation, then dH/dT = c and dS/dT = c/T. Differentiating g/T = H/T − S gives

d(g/T)/dT = c/T − H/T² − c/T = −H/T².

Since ln K = 2 ln p₀ − g/(kT), it follows that d ln K/dT = H(T)/(kT²). With H(T) = H + c(T − T₀), integration from T₀ to T adds to ln K the term

(c/k)[ln(T/T₀) + T₀/T − 1].

The bracket is about 0.0092 at 535 K. It is small because its expansion about T₀ begins at second order. For c = −5k the onset rises by 0.65 K.

*Attraction between the gases.* Let B be the second virial coefficient for an ammonia–hydrogen chloride pair, and neglect the coefficients for like pairs. The Gibbs energy gains 2n_A n_H BP/n, where n is the total number of gas molecules. Adding its derivatives with respect to n_A and n_H shows that μ_A + μ_H changes by

2BP[y_A + y_H − 2y_A y_H],

where y denotes a mole fraction. This equals BP for the pure salt vapour at the anchor and 0.51BP for the exhaust. Much of the effect therefore cancels between the two. If B is taken as −800 Å³ at both temperatures, the onset rises by only 0.057 K.

If the errors in enthalpy, anchor temperature and heat capacity all act upwards, the onset rises by about 6 K. The statement "about 535 K" is justified, but the decimals are not.

**The real exhaust line**

The example resembles hydride vapour-phase epitaxy of gallium nitride. In that process gallium chloride reacts with an excess of ammonia, and hydrogen chloride is a product. The partial pressures used here were chosen for illustration; an actual reactor must be judged by its own flows.

The partial pressures must be those at the cool wall, not those metered at the inlet. Part of the ammonia can crack into nitrogen and hydrogen in the hot zone. If this halves its partial pressure while that of hydrogen chloride is held fixed, the onset falls by about 10 K, to about 525 K. Cracking also increases the number of gas molecules, which dilutes the hydrogen chloride and lowers the onset a little further.

Nucleation has a similar effect on a clean wall. If new crystals need a supersaturation of 2 before they form, the first deposit appears about 10 K below T_c. The two shifts are equal because each corresponds to a factor of two in the pressure product. A wall already coated with salt needs no new nuclei, so this delay should not be counted as a safety margin.

For the stated partial pressures, every surface touched by the gas should therefore stay above 535 K, with a margin that covers the uncertainties above and the errors in the partial pressures. The coldest point decides, for example an unheated flange or valve, not the average temperature of the line. This rule concerns ammonium chloride alone. Gallium chlorides and their compounds with ammonia may also condense, and they need their own equilibrium data.

Table of computed values

```
Enthalpy, given: 165 kJ/mol
Enthalpy per formula unit: 1.7101 eV
Boltzmann constant: 8.61733e-05 eV/K
H/k: 19845 K
Anchor temperature T0: 611 K
Conversion, 1 bar: 750.06 Torr
Salt dissociation pressure at T0: 750.1 Torr
Each gas over the salt at T0: 375.0 Torr
K at T0: 1.4065e+05 Torr^2
Exhaust NH3: 187.5 Torr
Exhaust HCl: 7.50 Torr
Exhaust carrier gas: 555.0 Torr
Exhaust pressure product: 1406.5 Torr^2
Ratio K(T0)/product: 100.00 (no unit)
Logarithm of ratio: 4.6052 (no unit)
1/T0: 1.636661e-03 1/K
Added term (k/H) ln ratio: 2.320577e-04 1/K
1/Tc: 1.868719e-03 1/K
Onset Tc, formula: 535.13 K
Onset Tc, formula: 262.0 deg C
Onset, Gibbs minimisation: 535.13 K
Onset, Gibbs, no carrier: 535.13 K
Onset, Gibbs, equimolar same product: 535.13 K
Equivalent pure-salt pressure: 75.0 Torr
Sum of NH3 and HCl pressures: 195.0 Torr
Wrong answer, salt curve at that sum: 564.2 K
Wrong answer, K(T0) = P0^2: 515.8 K
d ln K/dT at Tc: 0.0693 1/K
K at 525 K: 687.9 Torr^2
Supersaturation at 525 K: 2.04 (no unit)
HCl captured at 525 K: 51.1 percent
K at 500 K: 103.9 Torr^2
Supersaturation at 500 K: 13.53 (no unit)
HCl captured at 500 K: 92.6 percent
Allowance, enthalpy error: 0.05 eV
Shift, enthalpy higher: +1.89 K
Shift, enthalpy lower: -1.99 K
Allowance, anchor error: 5 K
Shift, anchor higher: +3.83 K
Shift, anchor lower: -3.84 K
Allowance, heat-capacity change: -5 k
Shift, heat capacity: +0.65 K
Allowance, NH3-HCl pair virial: -800 angstrom^3
Shift, non-ideal gas: +0.057 K
Shift, half the NH3 cracked: -9.82 K
Shift, nucleation at supersaturation 2: -9.82 K
```
